Capacitance of Neutral Graphene in Series with a Helmholtz Layer

**Problem**

A clean graphene monolayer is the electrode of an electrochemical cell at T = 300 K. One face touches an aqueous electrolyte, and the sheet carries no net charge. Near the Fermi level its bands are two cones, E = ±ħv|k|, where k is the wavevector measured from the corner of the Brillouin zone and E is measured from the Dirac point, at which the cones meet. There are two spins and two valleys. The velocity is v = 1.0×10⁶ m/s, a rough typical value. The compact layer of solvent and ions next to the sheet is a Helmholtz capacitance C_H = 10 µF/cm², independent of charge.

Find the quantum capacitance C_Q of the sheet, and then the differential capacitance C of the sheet and Helmholtz layer together.

The quantum capacitance expresses the cost of filling states. Adding electrons to a metal with a large density of states hardly moves its Fermi level relative to its bands. In graphene the Fermi level moves appreciably, and part of the applied voltage is spent on that motion. Let μ be the Fermi level measured from the Dirac point, and n and p the numbers of electrons and holes per area. With

σ = e(n − p),

σ is positive when electrons are added; the true charge of the sheet is −σ. The quantum capacitance is

C_Q = dσ/d(μ/e) = e² d(n − p)/dμ.

The bands are assumed to shift rigidly with the electrostatic potential. "Neutral" means n = p, so that μ = 0. It does not mean that carriers are absent, since heat excites electrons and holes in equal numbers.

**First estimate by scaling**

At μ = 0 the one energy scale of the carriers is k_BT. The cone turns it into a length, ħv/k_BT. Apart from numerical factors, there is one thermally accessible state per area (ħv/k_BT)², and these states are spread over an energy k_BT. The density of states that matters is therefore about

(k_BT/ħv)² / k_BT = k_BT/(ħv)²,

and multiplication by e² gives

C_Q ~ e²k_BT/(ħv)².

At 300 K, k_BT = 0.02585 eV, and the chosen velocity gives ħv = 0.6582 eV nm. The length is about 25 nm, and

k_BT/(ħv)² = 0.02585/0.6582² = 0.0597 per eV per nm².

A density of states of one per eV per nm² corresponds to a capacitance of one elementary charge per volt per nm², which is 16.02 µF/cm². Hence

C_Q ~ 16.02 × 0.0597 = 0.96 µF/cm².

This is a tenth of C_H. In a series combination the smaller capacitance dominates, so the total should lie slightly below C_Q:

C ~ 0.956 × 10/(0.956 + 10) = 0.87 µF/cm².

The estimate also predicts that C_Q grows in proportion to T and falls as 1/v². It cannot supply the numerical prefactor.

**Exact solution of the model**

*Density of states.* A wavevector state occupies an area (2π)² in k-space per unit area of sheet. The states of the upper cone within radius k, counted with two spins and two valleys, number

N = 4 × πk²/(2π)² = k²/π.

Since k = E/ħv, this is N = E²/[π(ħv)²]. Differentiation with respect to E gives the density of states. The lower cone is its mirror image, so for both signs of E

D(E) = 2|E|/[π(ħv)²].

*Net density.* Let f(x) = 1/(e^{x/k_BT} + 1). The electrons in the upper cone number

n = ∫₀^∞ D(E) f(E − μ) dE.

Holes are the empty states of the lower cone:

p = ∫₋∞^0 D(E)[1 − f(E − μ)] dE.

The identity 1 − f(x) = f(−x) changes the bracket to f(μ − E). Replacing E by −E, and using D(−E) = D(E), gives

p = ∫₀^∞ D(E) f(E + μ) dE.

The upper limits may be infinite because the Fermi function cuts the integrals off within about 10 k_BT (0.26 eV) beyond |μ| (at μ = 0 the part of C_Q beyond 7 k_BT is 1%, and beyond 10 k_BT 0.1%), where the cone is still a good description for the values of μ used here.

*Derivative.* Write f′ for the derivative of f with respect to its argument. Raising μ adds electrons and removes holes, and both changes increase n − p:

d(n − p)/dμ = ∫₀^∞ D(E)[−f′(E − μ) − f′(E + μ)] dE.

Integrate by parts. The boundary term is −D(E)[f(E − μ) + f(E + μ)]. It vanishes at E = 0 because D(0) = 0, and at infinity because f decays exponentially. For E > 0 the slope of D is the constant 2/[π(ħv)²], so

d(n − p)/dμ = (2/[π(ħv)²]) ∫₀^∞ [f(E − μ) + f(E + μ)] dE.

The function −k_BT ln[1 + e^{−(E−μ)/k_BT}] has derivative f(E − μ). It is zero at infinity, hence

∫₀^∞ f(E − μ) dE = k_BT ln(1 + e^{μ/k_BT}).

The second integral follows by changing the sign of μ. The sum of the two logarithms is the logarithm of

(1 + e^{μ/k_BT})(1 + e^{−μ/k_BT}) = 2 + 2cosh(μ/k_BT).

Therefore

C_Q(μ) = (2e²k_BT/[π(ħv)²]) ln[2 + 2cosh(μ/k_BT)].

*Neutral sheet.* At μ = 0 the hyperbolic cosine is 1, and

C_Q = 2e²k_BT ln4/[π(ħv)²].

The density of states is zero at the Dirac point, yet the capacitance is not. The reason is visible before the integration by parts: at μ = 0, C_Q is e² times the average of D(E) over both cones with weight −f′(E), whose total is 1. Because D is proportional to |E|, this average equals D at the mean value of |E|:

⟨|E|⟩ = 2∫₀^∞ E[−f′(E)] dE = 2∫₀^∞ f(E) dE = 2k_BT ln2.

Here the middle step is again an integration by parts. The mean is 0.0358 eV at 300 K, and the density of states there is

D = 2 × 0.03584/(π × 0.6582²) = 0.0527 per eV per nm².

Multiplication by 16.02 gives

C_Q = 0.844 µF/cm² = 0.00844 F/m².

*Series combination.* Let V be the applied voltage, measured from neutrality and counted as positive when it adds electrons. It raises the electrochemical energy of the electrons by eV. One part of this energy lifts the Dirac point electrostatically, and the other lifts the Fermi level above the Dirac point by μ. The electrostatic part is the voltage across the Helmholtz layer, σ/C_H, so

V = σ/C_H + μ/e.

Constant contributions from work functions and oriented solvent are contained in the voltage of neutrality. Differentiation with respect to σ gives

1/C = dV/dσ = 1/C_H + 1/C_Q.

The capacitances are in series because the same charge accounts for both voltages; no second metal plate is implied. Numerically,

C = 0.8437 × 10/(0.8437 + 10) = 0.778 µF/cm² = 0.00778 F/m².

For a small voltage change dV, the part spent on the Fermi level is dσ/C_Q = (C/C_Q) dV. The ratio is

C/C_Q = C_H/(C_H + C_Q) = 0.922.

Thus 92% of a small voltage change moves the Fermi level through the bands, and 8% appears across the Helmholtz layer.

**Comparison of the two results**

The exact prefactor multiplying e²k_BT/(ħv)² is 2 ln4/π = 0.88. It is the product of two numbers that scaling leaves out: 4/(2π) = 0.64 from counting spins, valleys and states on a cone, and 2 ln2 = 1.39 from the thermal average of |E|. One is below 1 and the other above, so they partly cancel. The estimate of C_Q is 13% above the exact value, and the estimate of C is 12% above.

The second error is slightly smaller for a general reason. At fixed C_H, differentiating 1/C = 1/C_H + 1/C_Q gives dC/C² = dC_Q/C_Q², or

dC/C = (C/C_Q) dC_Q/C_Q.

A small relative error in C_Q reaches the total multiplied by 0.92. The Helmholtz value matters much less. With C_Q fixed, doubling C_H to 20 µF/cm², as wetting both faces would do, raises C by 4.0% to 0.810 µF/cm². Halving it to 5 µF/cm² gives 0.8437 × 5/5.8437 = 0.722 µF/cm², a fall of 7%.

**Away from neutrality**

The neutral point is the minimum of C_Q(μ), since cosh is smallest at zero. For |μ| well below k_BT, use 2 + 2cosh x = 4cosh²(x/2) and ln cosh(x/2) ≈ x²/8, with x = μ/k_BT. Then

ln(2 + 2cosh x) ≈ ln4 + x²/4.

In the opposite limit, |μ| ≫ k_BT, the logarithm tends to |μ|/k_BT. The temperature cancels:

C_Q → 2e²|μ|/[π(ħv)²] = e²D(μ).

This is the degenerate result. Setting μ = 0 in it would give zero, which is right at zero temperature but not at 300 K.

To find μ at a given voltage, the equation V = σ(μ)/C_H + μ/e was solved numerically, with σ obtained by integrating the net density. At V = 10 mV the Fermi level is at 9.2 meV and C = 0.794 µF/cm², which is 2.1% above the neutral value. At 100 mV it is at 88 meV and C = 1.75 µF/cm², an increase of 125%. The neutral result therefore describes a small alternating voltage about the neutral point. It should not be multiplied by 100 mV to obtain a stored charge.

**What the model leaves out**

The bending of the bands is negligible here. A nearest-neighbour tight-binding model with lattice constant a = 0.246 nm has the chosen velocity if its hopping energy is 2ħv/(√3a) = 3.09 eV. Summing its thermal response over the whole Brillouin zone changes the neutral C_Q by 0.02%. A second-neighbour hopping of 0.3 eV leaves this figure almost unchanged, but it shifts C_Q by about 1% at |μ| = 88 meV, upward for one sign of μ and downward for the other.

The ions beyond the Helmholtz layer add a third series capacitance. Let c be the number density of each ion in a monovalent salt, ε the permittivity of the solution and φ its potential. For eφ ≪ k_BT the ionic charge density is

ec(e^{−eφ/k_BT} − e^{eφ/k_BT}) ≈ −2e²cφ/k_BT.

Poisson's equation becomes φ″ = φ/λ², with λ² = εk_BT/(2e²c). Its decaying solution is φ₀e^{−x/λ}. The field at the surface is φ₀/λ, and the capacitance is ε/λ. For 0.1 mol/L and relative permittivity 78, λ = 0.96 nm and the capacitance is 72 µF/cm². The total falls by 1.1%, to 0.770 µF/cm². At 1 mmol/L the diffuse capacitance is ten times smaller, because it varies as √c. The total is then 1/(1/0.778 + 1/7.18) = 0.70 µF/cm², about 10% below the result without a diffuse layer.

For salt concentrations above about 0.3 mmol/L a 10% change of the velocity has more influence than the diffuse layer, because C_Q varies as 1/v². A value 10% larger, taken as a rough measure of what electron interactions may do, lowers C_Q to 0.697 µF/cm² and C to 0.652 µF/cm², a fall of 16%. The 10% is not a bound. Interactions raise the velocity logarithmically near the Dirac point, by an amount that depends on the screening of the surroundings, and at 1.3×10⁶ m/s C would be 0.48 µF/cm², a fall of 39%. A change of velocity is not the whole effect of interactions: to first order, exchange between carriers in the same band raises C_Q and offsets roughly an eighth of the fall (for a 7 eV band cutoff). The temperature enters almost in proportion: C is 0.6% lower at 298.15 K and 2.1% lower at 293.15 K.

Disorder can give a correction as large as any of these at zero mean voltage, and of the opposite sign. Charged impurities shift the Dirac point from place to place, so a sheet that is neutral on average contains electron-rich and hole-rich puddles. Suppose that the local μ has a Gaussian distribution about zero with an rms spread of 50 meV, a rough value for a supported sheet in air, taken here as an assumption. If the patches are wide compared with both the Helmholtz layer and the electron wavelength, each has its own C_Q(μ) in series with C_H, and the patches act in parallel. Numerical averaging gives a mean C_Q of 1.28 µF/cm² and a total of 1.11 µF/cm², which is 43% above the clean result. The figure depends strongly on the spread: 20 meV gives 9%, and below about 28 meV the change is smaller than the 16% from the velocity. The assumptions are also hard to meet together. The electron wavelength at 50 meV is 2πħv/μ = 83 nm, and the electrolyte screens impurity fields on that scale. A 50 meV spread in such wide patches needs a potential spread of about 56 mV, that is an impurity charge varying by C_H × 56 mV ≈ 3.5×10¹² elementary charges per cm². The 43% is therefore an illustration of the mechanism, not an estimate for a wetted sheet. The series rule has to be applied before the average: inserting the mean C_Q into it would give 1.13 µF/cm², slightly too much, because C rises less than linearly with C_Q.

**Use for a real electrode**

The chosen velocity and Helmholtz capacitance are of the usual size for graphene in water, but the absence of disorder is not typical of a supported sheet. For such an electrode 0.78 µF/cm² is better read as the clean-sheet reference than as a prediction, and in the puddle model a spread of 20 to 50 meV would move it to between 0.85 and 1.1 µF/cm². Such spreads are unlikely to survive wetting in wide patches. In linear screening, an impurity charge varying with wavelength 83 nm shifts μ in inverse proportion to C_Q plus the capacitance of the surroundings at that wavelength. That sum is about 1.6 µF/cm² on an oxide (relative permittivity 3.9) in air and about 10 µF/cm² under 0.1 mol/L electrolyte, so 50 meV falls to about 8 meV and C rises by only about 2%. Impurity fields on shorter scales are screened less and lie outside the puddle model. Adsorbed residues, defects and electrode reactions can add further contributions that are not sized here. The electrode may also be held hundreds of millivolts from neutrality, where the neutral value does not apply. For a clean sheet close to neutrality, with C_H near 10 µF/cm², the total capacitance responds only weakly to the compact layer. Differentiating the series law at fixed C_Q gives dC/C = (C/C_H) dC_H/C_H, so a small relative change in C_H reaches the total multiplied by 0.08. This holds only near neutrality: at fixed applied voltage the factor is 0.16 at 50 mV, 0.26 at 100 mV and 0.47 at 300 mV.

Numerical values quoted here were computed with a short program.
